Conductivity of a thin circular wire with constant specularity

**The resistivity that purity does not remove**

A copper-like wire 10 nm in diameter, with a bulk mean free path of 300 nm, has a calculated resistivity of 4.81 µΩ cm. If cooling and purification together lengthen the mean free path to 3000 nm, the bulk resistivity falls from 0.219 to 0.0219 µΩ cm. The wire, with its surface unchanged, falls only to 4.45 µΩ cm. When the chance of specular reflection at the wall does not depend on angle, the surface sets a floor, and this appendix derives it.

Let d be the diameter, λ the bulk mean free path, κ = d/λ, and p the probability that an electron hitting the wall is reflected specularly. With σ the wire conductivity and σ0 the bulk conductivity, the result is

σ/σ0 ≈ κ(1+p)/(1−p), for κ ≪ 1−p. (1)

The small parameter is ε = κ/(1−p). A small κ alone is not sufficient.

**Model and boundary condition**

The wire is long and straight, with its axis and the electric field E along z. The Fermi surface is a sphere, bulk scattering is isotropic with relaxation time τ, and λ = v_F τ. The specularity p is a constant, 0 ≤ p < 1, independent of the angle of incidence. Reflections that are not specular are diffuse: the electron leaves with no memory of its incoming direction.

Write the distribution as f = f0 + g, with f0 the equilibrium function. For electron charge −e, the steady Boltzmann equation to first order in E is

v·∇g + g/τ = eE v_z ∂f0/∂ε_k,

where ε_k is the electron energy. In the bulk the gradient vanishes, so

g_bulk = eEτ v_z ∂f0/∂ε_k.

In the wire put g = g_bulk η. With s the path length since the last wall collision, v·∇ = v_F d/ds, and the equation becomes

λ dη/ds + η = 1, so η = 1 − A e^{−s/λ}.

The constant A follows from the wall. Reversing the z axis and the field together leaves the wire unchanged, so g is odd in v_z. Electrons emitted diffusely have a distribution even in v_z, and therefore carry no g. Specular reflection preserves v_z, and hence g_bulk. Just after a collision, then, η equals p times its value just before it.

Two properties of the circle make this condition easy to solve. Specular reflection preserves the angle θ between velocity and axis, and it turns each in-plane chord into a rotated copy of itself with the same length c. Every segment between collisions thus has the length L = c/sinθ and, by symmetry, the same A:

1 − A = p(1 − A e^{−L/λ}).

Collecting the terms in A gives

A = (1−p)/(1 − p e^{−L/λ}).

**The full integral**

The distance s runs uniformly from 0 to L along a segment. With x = L/λ, the average of η over the segment is

F(x) = 1 − (A/L)∫₀^L e^{−s/λ} ds
= 1 − (1−p)(1−e^{−x})/[x(1−p e^{−x})]. (2)

The current contains one factor v_z from the velocity and one from g_bulk, so each direction has weight cos²θ:

σ/σ0 = (3/4π)∫dΩ cos²θ ⟨η⟩,

where ⟨η⟩ is the average over the cross-section. The prefactor makes the result 1 when η = 1.

For a fixed in-plane direction, slice the cross-section into parallel chords at distance b = (d/2) sinα from the centre. Then c = d cosα and db = (d/2) cosα dα. A strip of width db has area c db and average η equal to F, so

⟨η⟩ = [4/(πd²)]∫c F db
= (4/π)∫₀^{π/2} cos²α F dα.

The two halves of the α range have been combined. The solid angle contributes 2π from the azimuth and 2 from the two signs of cosθ, turning 3/4π into 3. Therefore

σ/σ0 = (12/π)∫₀^{π/2}dθ ∫₀^{π/2}dα sinθ cos²θ cos²α F(κ cosα/sinθ). (3)

Within the model this holds for any κ. For F = 1 the integrals are 1/3 and π/4, and the result is 1, as required.

Equation (3) was tested against simulated three-dimensional flights, each followed until a bulk or diffuse collision. For κ = 0.1 and p = 0.5 the simulation gave 0.2053 ± 0.0008 and the integral 0.2066. For κ = 0.3 and p = 0.8 they gave 0.6678 ± 0.0022 and 0.6672. The uncertainties are one standard error.

**The thin-wire limit**

For small x,

(1−e^{−x})/x = 1 − x/2 + O(x²),
1 − p e^{−x} = (1−p)[1 + px/(1−p) + O(x²)].

Dividing the first by the second and multiplying by 1−p gives

F = 1 − [1 − x/2 − px/(1−p)] + O(x²)
= x(1+p)/[2(1−p)] + O(x²). (4)

Insert the linear term with x = κ cosα/sinθ into (3). The factor sinθ cancels:

σ/σ0 → (12/π) · κ(1+p)/[2(1−p)] · ∫cos²θ dθ ∫cos³α dα.

Both integrals run from 0 to π/2 and equal π/4 and 2/3. Since (12/π)(1/2)(π/4)(2/3) = 1, equation (1) follows.

One point remains open. Electrons moving nearly along the axis have sinθ → 0 and large x, where the expansion is invalid however thin the wire. Their contribution must be bounded.

**Bounds that justify the limit**

Let F0 be F at p = 0:

F0(y) = 1 − (1−e^{−y})/y = (1/y)∫₀^y (1−e^{−t}) dt.

The partly specular case is a weighted sum of diffuse ones:

F(x) = (1−p)² Σ_{n≥1} n p^{n−1} F0(nx). (5)

To verify this, use Σ n p^{n−1} = 1/(1−p)² and, with q = e^{−x}, Σ p^{n−1}q^n = q/(1−pq). The right side of (5) is

1 − [(1−p)²/x][1/(1−p) − q/(1−pq)]
= 1 − [(1−p)²/x](1−q)/[(1−p)(1−pq)],

which is (2). Equation (5) also has a direct meaning. Specular reflections join segments into runs between diffuse collisions. A run has n segments with probability (1−p)p^{n−1}. A randomly chosen point on the path is more likely to lie in a long run, which supplies the extra factor n and gives the weight (1−p)²n p^{n−1}. The mean of n with this weight is (1+p)/(1−p), the enhancement factor in (1).

For t ≥ 0, t − t²/2 ≤ 1−e^{−t} ≤ t. Integration gives

y/2 − y²/6 ≤ F0(y) ≤ y/2.

The sums needed in (5) are

Σ n²p^{n−1} = (1+p)/(1−p)³,
Σ n³p^{n−1} = (1+4p+p²)/(1−p)⁴.

The upper bound on F0 gives F(x) ≤ x(1+p)/[2(1−p)] for every x. Thus (1) is an upper bound on σ/σ0 at any κ, within this model.

The lower bound controls the error. Relative to its linear term, F is too small by at most

{x²(1+4p+p²)/[6(1−p)²]} / {x(1+p)/[2(1−p)]}
= [x/(1−p)] · (1+4p+p²)/[3(1+p)].

The last fraction does not exceed 1, because 1+4p+p² ≤ 3+3p is equivalent to (p+2)(p−1) ≤ 0. The relative deficit of F is also at most 1, because F ≥ 0. It is therefore at most the smaller of 1 and x/(1−p) = ε cosα/sinθ, and so at most min(1, ε/sinθ).

Average this bound with the weight that produced the leading term. After the α integration, the normalized weight in θ is (4/π)cos²θ. Replace cos²θ by 1 and use sinθ ≥ 2θ/π. For ε ≤ 1,

(relative deficit of σ) ≤ (4/π)∫₀^{π/2} min(1, πε/2θ) dθ
= (4/π)[πε/2 + (πε/2) ln(1/ε)]
= 2ε[1 + ln(1/ε)]. (6)

The deficit is measured relative to law (1). Its bound depends on ε alone, and vanishes with ε even if p approaches 1 at the same time. This proves the limit under the stated condition κ ≪ 1−p.

**The first correction**

The bound (6) is safe but not sharp. The correction itself is useful for estimates, and can be found first for p = 0. Define G(y) = F0(y) − y/2 and a = κ cosα. The θ integral of the part beyond the leading term is

J(a) = ∫₀^{π/2} sinθ cos²θ G(a/sinθ) dθ.

Substitute u = sinθ, then u = a/y:

J(a) = a²∫_a^∞ y^{−3}√(1−a²/y²) G(y) dy.

For small y, G ≈ −y²/6, and the integrand behaves as 1/y. This is the source of a logarithm. Separate that part below y = 1. In the remaining, convergent integrals the square root may be replaced by 1 as a → 0:

J/a² → −(1/6)∫_a^1 √(1−a²/y²) dy/y + K,
K = ∫₀¹(G+y²/6)y^{−3}dy + ∫₁^∞ G y^{−3}dy.

With u = a/y, the first integral is

∫_a^1 √(1−u²) du/u = ln{[1+√(1−a²)]/a} − √(1−a²)
→ ln(2/a) − 1.

To find K, insert a factor y^δ with 0 < δ < 1. The subtracted term then integrates to −1/(6δ), so K is the limit of ∫₀^∞ G y^{δ−3}dy + 1/(6δ). Put H = yG = e^{−y} − 1 + y − y²/2, for which H''' = −e^{−y}. Three integrations by parts, with vanishing boundary terms, give

∫₀^∞ H y^{δ−4}dy = Γ(δ)/[(δ−1)(δ−2)(δ−3)]
= −(1/6)[1/δ + 11/6 − γ] + O(δ).

Here Γ(δ) = 1/δ − γ + O(δ), and γ is Euler's constant. Hence K = −(1/6)(11/6−γ), and

J(a) ≈ −(a²/6)[ln(1/a) + ln2 + 5/6 − γ].

Now integrate over α with the factor (12/π)cos²α. Since a² = κ²cos²α, the weight is cos⁴α, whose integral is 3π/16. The prefactor becomes −(12/π)(κ²/6)(3π/16) = −3κ²/8.

The average of ln cosα with this weight is also needed. Let W_m = ∫₀^{π/2}cos^mα dα and D_m = d lnW_m/dm, which is the average of ln cosα with weight cos^mα. From W_m = [(m−1)/m]W_{m−2},

D_m = D_{m−2} + 1/(m−1) − 1/m.

Starting from D_0 = −ln2, this gives D_4 = −ln2 + 1/2 + 1/12 = −ln2 + 7/12. The term −ln cosα therefore adds ln2 − 7/12, and for p = 0

σ/σ0 ≈ κ − (3/8)κ²[ln(1/κ) + C],
C = 2 ln2 + 1/4 − γ.

For general p, apply the sum (5), which replaces κ by nκ in each diffuse term:

σ/σ0 ≈ κ(1+p)/(1−p)
− (3/8)κ²(1−p)² Σ n³p^{n−1}[ln(1/(nκ)) + C]. (7)

Typical n in the last sum scale as 1/(1−p) when p is near 1, so the logarithm is of size ln(1/ε). To leading logarithmic accuracy the relative deficit is

(3/8)[(1+4p+p²)/(1+p)] ε ln(1/ε).

The coefficient of ε ln(1/ε) rises from 3/8 at p = 0 towards 9/8 as p → 1. At equal ε, a more specular wire is thus further from its limiting law. The computed deficits at ε = 0.01 are 2.1 %, 3.9 % and 4.8 % for p = 0, 0.5 and 0.9. At ε = 0.1 they are 13 %, 21 % and 24 %.

**Where the law fails**

If κ is fixed and p → 1, equation (2) gives F → 1 and the wire recovers the bulk conductivity. Law (1) instead diverges. For κ = 0.01 and p = 0.999, it gives σ/σ0 = 19.99, while the full integral gives 0.93. The wire is thin compared with λ, but ε = 10: many electrons scatter in the bulk before a diffuse wall collision.

An implementation can use (1) as an upper bound, (7) for ε up to about 0.1, and (3) otherwise. At ε = 0.1, (7) is within 2 % of (3) for p = 0, 0.5 and 0.9; at ε = 0.3 the error reaches 18 % for p = 0.9. Two numerical details matter in (3). The difference 1−e^{−x} should be evaluated by a routine made for small x, since direct subtraction loses digits. The remaining subtraction in (2) still loses some when x is extremely small; if also x ≪ 1−p, the linear term of (4) avoids it. The θ grid should be dense near the axis, because F changes from its linear form to saturation around θ ~ ε.

**Worked example and the resistivity floor**

Take d = 10 nm, λ = 300 nm, p = 0.2 and an electron density N = 85 nm⁻³. Then

κ = 10/300 = 0.0333,
ε = 0.0333/0.8 = 0.0417,
σ/σ0 = 0.0333 × 1.2/0.8 = 0.0500 from (1).

The full integral gives 0.0456. The law is 9.7 % above it, while (7) also gives 0.0456 to this precision.

For the bulk metal, σ0 = Ne²τ/m, with m the electron mass. Since mv_F = ħk_F and τ = λ/v_F, the resistivity ρ0 = 1/σ0 obeys

ρ0λ = ħk_F/(Ne²), k_F = (3π²N)^{1/3}.

This product is independent of λ. Here k_F = 13.6 nm⁻¹ and ρ0λ = 6.57×10⁻¹⁶ Ω m². Dividing ρ0 by (1) gives the limiting wire resistivity

ρ = (ρ0λ/d)(1−p)/(1+p)
= (6.57×10⁻¹⁶ Ω m²/10⁻⁸ m)(0.8/1.2)
= 4.38×10⁻⁸ Ω m = 4.38 µΩ cm.

Because (1) bounds the conductivity from above, this value bounds the resistivity from below at any λ, with d, p and N fixed. It is the floor seen in the opening comparison: 4.81 µΩ cm at λ = 300 nm and 4.45 µΩ cm at 3000 nm both lie above it. With a cross-section πd²/4 = 7.85×10⁻¹⁷ m², the resistance per length is 558 Ω/µm from the limiting law and 612 Ω/µm from the full integral at λ = 300 nm.

**Comparison with a real interconnect**

The inputs are rough values for copper near 77 K. The mean free path is that of pure bulk metal; impurities in a real line would shorten it. The value p = 0.2 is an assumed surface quality. Real lines also have grain boundaries, an angle-dependent surface response, a cross-section that need not be circular, and often a liner. The first two are sized below: in the examples chosen, grain boundaries raise the resistivity by a factor of about 1.7 to 1.8, and the angle-dependent surface lowers it by a factor of about 2.6. The liner, the cross-section and the non-spherical Fermi surface of copper are not sized. The value 4.81 µΩ cm is therefore a property of the model, not a prediction for a particular line.

*Grain boundaries.* Take randomly spaced planes across the wire, with mean spacing D = 10 nm and reflection probability R = 0.25, and neglect interference. Treat successive encounters as independent, which ignores that a reflected electron returns to planes it has already crossed. An electron meets |cosθ|/D planes per unit path. Reflection reverses v_z and hence the sign of g, so the loss rate per path is (R|cosθ|/D)[g − (−g)]/g = 2R|cosθ|/D. The effective path λ′ obeys

1/λ′ = 1/λ + 2R|cosθ|/D.

In (3), replace κ by d/λ′ and multiply the integrand by λ′/λ. This gives σ/σ0 = 0.0274, and simulated flights with plane reflections drawn under the same assumption of independence give 0.0275 ± 0.0001. The resistivity rises from 4.81 to 8.00 µΩ cm, a factor of 1.66. If the planes are instead kept fixed in space, so that a returning electron meets the same ones again, simulated diffusion gives a factor of about 1.8. The assumption of independence thus understates the resistivity by roughly a tenth here.

*Specularity at grazing incidence.* A rough-surface model has p = exp[−(2k_F h cosθ_n)²], where h is the roughness height and θ_n the angle from the wall normal. In a circular wire cosθ_n = sinθ cosα, which is preserved by specular reflection, so (2) and (3) remain valid with this p inside the integral. For h = 0.082 nm the average of p over the electron flux to the wall is again 0.2. Yet σ/σ0 becomes 0.118, which is 2.58 times the constant-p value, without grains.

This changes the limit as well as the number. Near the axis 1−p is proportional to sin²θ, so the coefficient in (4) grows as 1/sin²θ and the θ integral of the linear term diverges. The ratio (σ/σ0)/κ then has no finite limit as κ → 0 at fixed d and h, and the resistivity floor disappears in this classical model. With quantized transverse motion it returns at a lower level, because the directions closest to the axis are excluded: in this wire sinθ cannot be below 0.035. A semiclassical sum over the allowed modes gives 0.97 µΩ cm at λ = 3000 nm with the bulk k_F (0.95 µΩ cm if the density is held fixed instead), and levels off near 0.4 µΩ cm only when λ reaches a few tenths of a millimetre. An average specularity cannot be substituted into (1) when p approaches 1 at grazing incidence.

*Temperature of use.* At room temperature, with a rough λ = 40 nm and the same p, κ = 0.25. The law gives 0.375 and the full integral 0.250, so the law is 50 % too high. The full result corresponds to 6.57 µΩ cm, without grains. For this diameter, (3) is needed.

*Quantization and field strength.* A hard-wall wire of this diameter has 1125 transverse modes per spin below the Fermi level, against a classical count of 1156. The 2.7 % deficit is not itself the change in conductivity, because the modes near the axis carry more than an average share of the current. In a semiclassical sum over these modes, a mode with angular momentum m and Bessel zero j is given sinθ = 2j/(k_F d) and sinα = m/j. With k_F held at its bulk value, replacing the integral over directions by this sum lowers the conductivity at λ = 300 nm by about 4 % for constant p and 12 % for the angle-dependent p. If the electron density is held fixed instead, k_F rises to 13.76 nm⁻¹ and, at the same τ, the reductions are about 2 % and 10 %. At 1 MA/cm² the field is 4.81×10⁻⁸ Ω m × 10¹⁰ A/m² = 481 V/m. Over 300 nm an electron moving against the field gains 0.144 meV, compared with a thermal energy of 6.64 meV at 77 K, which supports the use of linear response.

The numerical output below lists the main computed values.

Numbers as computed

```
Trajectories against integral, sigma/sigma0
 d/mfp=0.1 p=0.5: simulated 0.2053 +- 0.0008, integral 0.2066
 d/mfp=0.3 p=0.8: simulated 0.6678 +- 0.0022, integral 0.6672
Integral / limiting law, for p = 0, 0.5, 0.9
 (d/mfp)/(1-p)=0.1: 0.8726 0.7947 0.7566
 (d/mfp)/(1-p)=0.01: 0.9787 0.9614 0.9522
 (d/mfp)/(1-p)=0.001: 0.9970 0.9943 0.9928
Failure, d/mfp=0.01 p=0.999: integral 0.9317, law 19.99
Example: d=10.0 nm, mfp=300.0 nm, p=0.2, n=85.0 nm^-3
 d/mfp = 0.0333, (d/mfp)/(1-p) = 0.0417
 Fermi wave number = 13.60 nm^-1
 bulk resistivity*mfp = 6.574e-16 ohm m^2
 bulk resistivity = 0.219 uohm cm
 sigma/sigma0: law 0.05000, with log term 0.04559, integral 0.04556
 law exceeds integral by 9.7 %
 wire resistivity: law 4.38, integral 4.81 uohm cm
 resistance per length: law 558, integral 612 ohm/um
 same wire, mfp=3000 nm: bulk 0.0219, wire 4.45 uohm cm
Neglected effects
 grains, spacing 10.0 nm, reflection 0.25: sigma/sigma0 0.02738
  simulated 0.02747 +- 0.00012; resistivity 8.00 uohm cm, x1.66
 angle-dependent p, roughness 0.0819 nm: sigma/sigma0 0.11754, x2.58
 modes per spin: counted 1125, classical 1156, deficit 2.7 %
 room temperature, mfp=40.0 nm: d/mfp=0.25, law 0.3750, integral 0.2502
  wire resistivity 6.57 uohm cm
 at 1 MA/cm2: energy gain over mfp 0.144 meV, kT at 77 K 6.64 meV
```
